Zerner-Hehenberger Dynamic Damping: Choosing the SCF Mixing Factor

**The decision**

When the atomic charges of a self-consistent-field (SCF) calculation swing back and forth from cycle to cycle, you must decide how much of the old density to keep. If you keep too little, the swing persists; if you keep too much, convergence is slow. You can fix the fraction by hand or let the program determine it during the run. Zerner-Hehenberger dynamic damping does the latter: it measures how strongly the output populations respond to the input populations and derives the damping factor from that slope.

Let n be the population of one atom used to build the Fock matrix, and f(n) the population obtained after diagonalizing that matrix and filling the lowest orbitals. Self-consistency means f(n) = n. The next input is

n_new = α n + (1−α) f(n).

Here α is the fraction of the **old input**. Some settings specify the fraction of new output instead, which is 1−α, so check the convention before entering a number.

For α ≠ 1, damping does not move the solution: n_new = n requires (1−α)[f(n)−n] = 0, hence f(n) = n. It changes the path, and possibly which solution is reached if there are several.

**Why the charges oscillate**

A dimer with one orbital per atom and two electrons of opposite spin shows the mechanism. The orbitals are orthonormal, the hopping element is −t with t > 0, the site energies differ by Δ = ε₁−ε₂, and two electrons on the same site repel with energy U. In restricted mean field each electron feels half the population of its site, because that half has opposite spin:

F₁₁ = ε₁ + Un/2,  F₂₂ = ε₂ + U(2−n)/2,  F₁₂ = F₂₁ = −t.

Here n belongs to atom 1 and 2−n to atom 2. The diagonal difference is

h = F₁₁−F₂₂ = Δ + Un/2 − U + Un/2 = Δ + U(n−1).

Subtracting the mean of the diagonal elements leaves the orbitals unchanged and gives diagonal elements h/2 and −h/2. The eigenvalues are then ±r/2, with

r = √(h²+4t²).

Let c₁ and c₂ be the coefficients of the lower orbital. Its energy is −r/2 = (h/2)(c₁²−c₂²) − 2tc₁c₂. By the Hellmann-Feynman theorem, the derivative with respect to h/2 is

c₁²−c₂² = d(−r/2)/d(h/2) = −dr/dh = −h/r.

Adding c₁²+c₂² = 1 gives 2c₁² = 1−h/r. Two electrons occupy the orbital, so

f(n) = 1 − h/r.

For the slope, use dh/dn = U and

d(h/r)/dh = 1/r − h²/r³ = (r²−h²)/r³ = 4t²/r³.

Therefore

f′(n) = −4t²U/r³.

For U > 0 the slope is negative: excess charge on an atom raises its level, and the next diagonalization drives charge away. Since r ≥ 2t, the slope obeys

−K ≤ f′(n) < 0,  K = U/(2t).

Written as |f′| = (U/r)(2t/r)², the response is strong when U is large compared with the orbital separation r and |h| is not large compared with 2t. In the strongly polar limit |h| ≫ 2t, |f′| falls to about 4t²U/|h|³.

For U > 0 this model has one solution. The residual g(n) = f(n)−n is positive at n = 0 and negative at n = 2, because 0 < f < 2, and its slope f′−1 is negative throughout.

Let n* be the solution, s* = f′(n*), and e = n−n* the error. Without damping, to leading order,

e_new = s* e.

If |s*| < 1, small errors shrink. If s* < −1, they grow with alternating sign.

For U > 0 and s* < −1 this growth ends in a two-cycle. The function f decreases, so f applied twice increases. If n₂ > n₀, applying this double map to both gives n₄ > n₂, and so on; if n₂ < n₀, the sequence falls. Either way the even-numbered inputs are monotone and bounded, so they have a limit, which the double map leaves fixed. The limit cannot be n*: there the double map has slope s*² > 1 and pushes nearby points away, while a start other than n* cannot land on n*, because f is one-to-one. The run therefore ends by alternating between two different populations, and more undamped cycles will not help.

**What a fixed factor can do**

With damping, the linear error law becomes

e_new = [α+(1−α)s*] e = [1−(1−α)(1−s*)] e.

For s* < 1 and α < 1 the bracket is below 1. It stays above −1 if (1−α)(1−s*) < 2, hence

α > 1 − 2/(1−s*) = (s*+1)/(s*−1).

For s* < −1 this is the smallest useful damping. The linear error vanishes when (1−α)(1−s*) = 1, which gives

α = 1 − 1/(1−s*) = s*/(s*−1).

Take t = 1 eV, U = 6 eV and Δ = 2 eV, which are model parameters. The solution is n* = 0.7520 electrons, and direct minimization of the restricted mean-field energy gives the same population. The slope is s* = −2.7275, so the threshold is

(−1.7275)/(−3.7275) = 0.463,

and the ideal factor is

(−2.7275)/(−3.7275) = 0.732.

Undamped iteration from n = 1 ends by alternating between 0.035 and 1.884 electrons. The average of these, 0.960, is not the restricted solution. It is the population of a spin-unrestricted solution: with spin populations n↑ and n↓ on atom 1, each electron feels U times the population of the opposite spin, so 2n↑ = f(2n↓) and 2n↓ = f(2n↑), which the two-cycle satisfies.

Fixed damping from the same start needs the following numbers of diagonalizations to bring |f(n)−n| below 10⁻¹⁰ electrons:

α = 0.5: error factor 0.5 − 0.5×2.7275 = −0.864; 152 diagonalizations.
α = 0.8: error factor 0.8 − 0.2×2.72753 = 0.254; 19 diagonalizations.
α = 0.9: error factor 0.9 − 0.1×2.7275 = 0.627; 52 diagonalizations.

The first value lies just above the threshold and leaves a slowly decaying oscillation. The last overdamps.

If K is known, this model also offers a cautious fixed choice, α = K/(1+K). The slope of the damped map is α+(1−α)f′. It is at least α−(1−α)K = 0 and less than α. By the mean value theorem, each cycle then multiplies the error by a number between 0 and α, so the error shrinks without changing sign from any start in [0,2]. Here K = 3 gives α = 0.75.

**Measuring the slope during the run**

In a real calculation s* is unknown, but two cycles give an estimate. Let the last two inputs be n_{k−1} and n_k, with outputs f_{k−1} and f_k. The chord slope is

s = (f_k−f_{k−1})/(n_k−n_{k−1}).

Approximate the output by the line through these two points, and require output to equal input at the next point:

n_{k+1} = f_k + s(n_{k+1}−n_k).

Collecting n_{k+1} on the left gives

(1−s)n_{k+1} = f_k − s n_k,

n_{k+1} = [−s/(1−s)] n_k + [1/(1−s)] f_k.

The two weights add to 1, so this is ordinary damping with

α = −s/(1−s) = s/(s−1),  1−α = 1/(1−s).

It is also the secant step for g(n) = 0. The chord of g has slope s−1, and the secant rule gives

n_{k+1} = n_k − g_k/(s−1) = n_k + (f_k−n_k)/(1−s),

which is the same expression.

The first cycle has no earlier point, so it needs a chosen α. The example uses α = 0:

n₀ = 1.0000, f₀ = 0.2929;
n₁ = 0.2929, f₁ = 1.7463.

Then

s = (1.7463−0.2929)/(0.2929−1.0000) = −2.055,
α = (−2.055)/(−3.055) = 0.6727,
n₂ = 0.6727×0.2929 + 0.3273×1.7463 = 0.7686.

The next inputs are 0.7494, 0.75203 and 0.751999. The residual criterion of 10⁻¹⁰ is met at the seventh diagonalization, when the measured factor has settled at 0.732.

The sign of s tells you what the method is doing:

• s < 0: α lies between 0 and 1, and the step interpolates. In the dimer with U > 0 the mean value theorem puts s between −K and 0, so 0 < α ≤ K/(1+K).
• 0 < s < 1: α is negative, and the step extrapolates beyond the output. Plain iteration approaches the solution from one side, and the method accelerates it. With U = −1 eV and Δ = 0.4 eV the slope at the solution is 0.410, so α = 0.410/(0.410−1) = −0.695. Dynamic damping takes 6 diagonalizations, plain iteration 26.
• s near 1: the line is nearly parallel to output = input, and the step becomes very large. Limit or reject it.
• s > 1: α exceeds 1, and the step moves away from the output. If the slope at the solution itself exceeds 1, a fixed α between 0 and 1 fails, because its error factor 1+(1−α)(s*−1) is greater than 1.

A program that forces α into the range 0 to 1 therefore gives up the acceleration available for 0 < s < 1.

**How fast it converges, and when noise intervenes**

Near the solution write g = ae + be² + …, with a = f′(n*)−1 and b = f″(n*)/2. The secant rule, written for errors, is

e_{k+1} = e_k − g_k(e_k−e_{k−1})/(g_k−g_{k−1})
= (e_{k−1}g_k − e_k g_{k−1})/(g_k−g_{k−1}).

In the numerator the linear terms cancel:

e_{k−1}(ae_k+be_k²) − e_k(ae_{k−1}+be_{k−1}²) = b e_k e_{k−1}(e_k−e_{k−1}).

The denominator is a(e_k−e_{k−1}) to leading order. Hence

e_{k+1} ≈ M e_k e_{k−1},  M = b/a = f″/[2(f′−1)].

For the dimer, dr/dn = Uh/r, so differentiating f′ = −4t²U r⁻³ gives

f″ = 12t²U r⁻⁴(Uh/r) = 12t²U²h/r⁵.

In the example M = −0.791 per electron. The errors of the third and fourth inputs are 0.01658 and −0.00257 electrons, which predicts a next error of 3.4×10⁻⁵. The run gives 3.5×10⁻⁵.

To find the order, set y_k = ln|M e_k|. The error law becomes y_{k+1} = y_k + y_{k−1}. A solution growing as pᵏ needs p² = p+1, so p = (1+√5)/2 ≈ 1.618. This is the order of convergence when f″(n*) ≠ 0. It is faster than the linear convergence of a fixed α whose error factor α+(1−α)s* is not zero, but below the order 2 of Newton's method, which would need the derivative itself.

The chord slope deteriorates when successive inputs almost coincide. If each output carries an error of up to δ and the inputs differ by d, the slope can be wrong by 2δ/|d|. Once that is not small compared with 1−s, keep the previous α. Here δ means error that differs from one cycle to the next. An error that is the same smooth function of the input in both cycles, such as that of a fixed coarse integration grid, only changes f itself: it shifts the slope but does not grow as d shrinks.

**A safeguard for one population**

A secant step can overshoot. For a single population, the sign of the residual provides protection. Let l be the largest input so far with f(n) > n, and q the smallest with f(n) < n, starting in the dimer from l = 0 and q = 2. A solution lies between them; if there are several, which one is reached can depend on the start. If a secant step falls outside this bracket, use the midpoint instead.

For the dimer with U > 0, and a first step with 0 ≤ α < 1, this converges from every start in [0,2]. Suppose no input hits n* directly. Each new input lies inside the bracket and becomes one of its ends, so l rises to a limit A ≤ n* and q falls to a limit B ≥ n*.

1. Infinitely many midpoint steps halve the bracket infinitely often, so A = B = n*.
2. Otherwise all late steps are secant steps. Their length is |g|/(1−s), which lies between |g|/(1+K) and |g|.
3. If the late inputs stay on one side, they converge, so their steps tend to zero. By the lower bound on the length g tends to zero too, and the limit is n*.
4. If both sides are visited infinitely often, suppose A < n*. Left inputs then have g ≥ g(A) > 0. Two successive left inputs would differ by at least g(A)/(1+K), which is impossible once the left inputs have settled near A. So each late left input is followed by a right one.
5. If B = n*, steps from right inputs shrink to zero and can no longer reach the left inputs, a contradiction. If B > n*, the argument of item 4 applies on the right as well, and the inputs alternate between neighbourhoods of A and B. The chord then crosses zero strictly between A and B, where no input can lie, again a contradiction. Hence A = n*, and by reflection B = n*.

In a numerical scan of 144 combinations of U, Δ and start, every run converged to a residual of 10⁻⁹ electrons within 12 diagonalizations. The midpoint was needed 26 times in total. The worked run did not need it.

**Several atoms, one factor**

A molecule has several independent populations, and one α cannot in general suit them all. Let J_ij = ∂f_i/∂n_j at the solution. In a model with the same U > 0 on all sites and a gap between filled and empty orbitals, J is symmetric with no positive eigenvalue. To see this, let v_i = ε_i + Un_i/2 be the site potentials and E(v) twice the sum of the occupied orbital energies. Then f_i = ∂E/∂v_i, and

J_ij = (U/2) ∂²E/∂v_i∂v_j,

which is symmetric. E is the minimum, over all choices of occupied orbitals, of expressions linear in v. Such a minimum is concave, so its second derivatives form a matrix without positive eigenvalues.

Let the eigenvalues be s_j. If α is set from mode a, α = s_a/(s_a−1), the error in mode j is multiplied by

α+(1−α)s_j = (s_a−s_j)/(s_a−1) = (s_j−s_a)/(1−s_a).

If a is the stiffest mode, the one with the most negative slope, all factors lie between 0 and −s_a/(1−s_a) < 1, and every mode shrinks. If a is a softer mode, the stiffest mode s₁ diverges when its factor is below −1, that is, when s₁ < 2s_a−1.

A four-site chain with U = 6 eV, made of a weakly bound dimer (t = 1 eV, site energies +0.5 and −0.5 eV) and a strongly bound dimer (t = 4 eV, site energies 0) joined by a hopping of 0.3 eV and holding four electrons, has leading slopes −2.925 and −0.749. The stiff mode gives α = 0.745 and leaves the second mode with the factor (−0.749+2.925)/3.925 = 0.554. The second mode gives α = 0.428 and multiplies the stiff error by (−2.925+0.749)/1.749 = −1.24. In the numerical test the first choice converged and the second did not.

A practical estimate from all atoms minimizes |Δf−sΔn|², where Δn and Δf are the changes of the input and output vectors. Setting the derivative −2Δn·(Δf−sΔn) to zero gives

s = Δn·Δf/(Δn·Δn).

Near the solution Δf ≈ JΔn, so s is an average of the s_j weighted by the squared components of Δn. Since Δn comes from the previous damped step, its component in mode j is −(1−α)(1−s_j)e_j, which favours stiff modes. If the stiff error grows relative to the others, its weight grows too, and s moves towards s₁. For the chain this rule converged in 14 diagonalizations from uniform populations. That is one successful case, not a proof of convergence; with U raised to 25 eV the unguarded rule fails to converge within 300 diagonalizations from some starts.

**From populations to density matrices**

The mixing can also be applied to the density matrix D. For fixed basis functions, atomic populations such as Mulliken's are linear in D, so mixing D with α mixes the populations with the same α. In the models above the Fock matrix depends on D through the populations alone. In an ab initio calculation it also depends on other parts of D, such as the polarization within an atom. A change there from cycle to cycle can leave the populations almost unchanged, and the measured slope then says little about it.

**Guidance**

• If charges alternate between two sets of values, add damping rather than cycles. This needs a finite slope, hence a gap between filled and empty orbitals at the solution. As the gap closes the threshold approaches 1. For t = 0, where the two orbitals swap without mixing, f jumps from 2 to 0 at h = 0; with U = 6 eV and Δ = 2 eV the inputs hover near n = 2/3 while the outputs stay at 0 or 2, and no α < 1 makes the residual small.
• For a fixed factor, estimate s from two cycles and start near s/(s−1). A chord between widely separated inputs can be much flatter than s*, and the α it gives can lie below the threshold: for t = 1 eV, U = 20 eV, Δ = 8 eV and two undamped cycles from n = 1, s = −2.02 against s* = −8.11, so α = 0.668 is below 0.780. Near the solution, if the error still alternates in sign, increase α; if it creeps in from one side, decrease α. Far from the solution a one-sided approach says nothing: in the same model α = 0.7 from n = 2 gives errors 1.36, 0.76, 0.34, 0.06 and then oscillates without converging. With several modes the creep may come from a soft mode, and α must stay above the threshold (s₁+1)/(s₁−1) of the stiffest one.
• Prefer dynamic to fixed damping when one charge-transfer motion dominates. In the first cycles the curvature of f alone can make α jump: the bracketed run for t = 1 eV, U = 20 eV, Δ = 3 eV from n = 0 gives 0.50, 0.14, 0.72, 0.42 before it settles near 0.91, and a fixed 0.72 would lie below the threshold 0.81. If α still jumps about once the inputs are close to the solution, suspect several modes or noise, and use a fixed α suited to the most negative slope seen.
• Reject slopes near 1 and slopes from nearly equal inputs.
• Judge convergence by output minus input. The change between successive inputs is 1−α times this residual, so at α = 0.9 it looks ten times smaller.

The numerical check tests the closed forms for f and f′, the fixed point, the two-cycle, the damping threshold, the secant error law and order, the scan, and the mode factors of the chain, and it prints the diagonalization counts quoted. The choice α = K/(1+K), the unrestricted reading of the two-cycle, the convergence proof for the bracket, the noise estimate and the mode weighting of the least-squares slope rest on the derivations. The dimer numbers for U = 20 eV and for t = 0 follow from the closed forms for f and f′; they and the chain at U = 25 eV are not part of the program.

Calculated quantities

```
dimer: t = 1.0 eV, U = 6.0 eV, delta = 2.0 eV
self-consistent n1 = 0.75199935 electrons
n1 from energy minimization = 0.751999 electrons
mean-field energy at minimum = 0.750992 eV
slope at solution = -2.727531 (dimensionless)
ideal damping factor alpha = 0.731726
smallest stable fixed alpha = 0.463452
plain two-cycle n1 = 0.035490 and 1.884262 electrons
dynamic run: cycle, input n1, output n1 (electrons), slope, alpha
 0 1.0000000000 0.2928932188 nan 0.000000
 1 0.2928932188 1.7463273462 -2.055466 0.672718
 2 0.7685764718 0.7076294027 -2.183592 0.685889
 3 0.7494323486 0.7590202334 -2.684418 0.728587
 4 0.7520346279 0.7519031448 -2.734944 0.732258
 5 0.7519994244 0.7519991597 -2.727427 0.731718
 6 0.7519993534 0.7519993534 -2.727531 0.731726
dynamic: diagonalizations to residual 1e-10 = 7
dynamic: bisections in this run = 0
fixed alpha 0.5: diagonalizations to 1e-10 = 152
fixed alpha 0.8: diagonalizations to 1e-10 = 19
fixed alpha 0.9: diagonalizations to 1e-10 = 52
secant error constant: measured -0.791097, formula -0.791097 per electron
measured order = 1.6195, golden ratio = 1.6180
scan: runs = 144, most diagonalizations = 12, bisections in total = 26
attractive dimer: U = -1.0 eV, delta = 0.4 eV
attractive: n1 = 0.648095 electrons, slope = 0.410060, last alpha = -0.695087
attractive: diagonalizations dynamic 6, plain 26
chain site energies (eV): 0.5 -0.5 0.0 0.0
chain hopping strengths (eV): 1.0 0.3 4.0
chain populations (electrons): 0.875081 1.124475 1.000063 1.000382
chain Jacobian eigenvalues: -2.92489 -0.74865 -0.00428 0.00000
alpha from stiffest mode = 0.74522; error factors of modes 1, 2 = 0.00000, 0.55447
alpha from second mode = 0.42813; error factors of modes 1, 2 = -1.24452, 0.00000
chain, dynamic common alpha: diagonalizations = 14
```
